Cohn's theorem and the sensitivity of percolating resistor networks, part 1

(Sections cited here and not found follow in the second part.)

## I. How the total resistance responds to one bond

In a disordered film the current does not spread evenly. It favours regions that conduct well and goes round those that conduct badly. A common model divides the film into small regions and represents the connection between two neighbours by a resistor, called a bond. The points where bonds meet are called nodes. The problem is to find how strongly the resistance of the whole film depends on any one of its bonds.

The network is finite and connected. Current I enters at one node, the source s, and leaves at another, the drain d. We take I > 0. Bond k has a resistance r_k > 0 that does not depend on its current, and there are no voltage or current sources inside the network. Each bond is given a direction, from node a_k to node b_k, and its current i_k is positive when it flows that way. With φ_n the potential of node n, the voltage along the bond and Ohm's law are

v_k = φ(a_k) − φ(b_k),  v_k = r_k i_k.

The drain is the zero of potential, φ_d = 0, so the terminal voltage is V = φ_s. The total resistance is R = V/I.

The node law says that the net current leaving node n through its bonds equals the current J_n fed in from outside:

J_s = I,  J_d = −I,  J_n = 0 at every other node.

**(a) Show that these laws fix the potentials uniquely, that R does not depend on I, and that all bond currents are smooth functions of the resistances.**

*Solution.* Insert i_k = v_k/r_k into the node law at every node except the drain. This gives as many linear equations as there are unknown potentials:

L φ = J.

The entries of the matrix L are sums of terms ±1/r_k. The nth entry of L φ is the net current leaving node n. To see whether L can be inverted, take any set of potentials φ with φ_d = 0, multiply the current leaving each node by the potential of that node, and add:

φᵀ L φ = Σ_n φ_n (net current leaving n).

The drain may be included in this sum because its potential is zero. Now collect the terms by bonds instead of by nodes. The current i_k leaves node a_k, which gives φ(a_k) i_k. It enters node b_k, which gives −φ(b_k) i_k. Therefore

φᵀ L φ = Σ_k [φ(a_k) − φ(b_k)] i_k = Σ_k v_k²/r_k.

No term on the right is negative. The sum vanishes only if every v_k is zero, which means that the two ends of every bond have equal potential. Since the network is connected, all nodes then share the potential of the drain, which is zero. Thus L φ = 0 has no solution other than φ = 0, so L is invertible and the potentials are unique. The node law at the drain then holds as well: every bond current leaves one node and enters another, so the net currents leaving all nodes add up to zero, as do the J_n.

The right-hand side J is proportional to I, so all potentials and currents are too. The ratio R = φ_s/I is then independent of I. Finally, Cramer's rule writes each potential as a ratio of two polynomials in the quantities 1/r_k. The denominator is det L, which is not zero for positive resistances. Potentials and currents can therefore be differentiated with respect to any r_k as often as needed.

**(b) Let v_k be the bond voltages of one set of node potentials. Let i'_k be any bond currents on the same network that obey the node law with terminal current I'. The currents i'_k need not be those that the voltages v_k would drive. Evaluate Σ_k v_k i'_k.**

*Solution.* The regrouping of part (a) works in reverse, and it did not need Ohm's law. Write each voltage as a difference of potentials and collect the terms that contain a given φ_n:

Σ_k v_k i'_k = Σ_k [φ(a_k) − φ(b_k)] i'_k
= Σ_n φ_n (net current i' leaving n).

The bracket equals I' at the source, −I' at the drain and zero elsewhere. Hence

Σ_k v_k i'_k = φ_s I' − φ_d I' = V I'.

This is Tellegen's identity. If the currents are the ones that belong to the voltages, it says that the power V I supplied at the terminals equals the power Σ_k v_k i_k dissipated in the bonds. The identity is more general than this energy balance, because voltages and currents may come from two different states of the network. That freedom is what the next part uses.

**(c) The resistances are changed from r_k to r'_k while the same current I is fed in. The currents change from i_k to i'_k and the total resistance from R to R'. Express R' − R through the changes r'_k − r_k, without assuming that they are small.**

*Solution.* First combine the old voltages, v_k = r_k i_k, with the new currents. The new currents obey the node law with terminal current I, so part (b) gives

Σ_k r_k i_k i'_k = V I = R I².

Next combine the new voltages, v'_k = r'_k i'_k, with the old currents:

Σ_k r'_k i'_k i_k = V' I = R' I².

The same product i_k i'_k stands in both sums. Subtracting the first equation from the second and dividing by I² gives

R' − R = Σ_k (r'_k − r_k) i_k i'_k / I².

Nothing has been neglected. The redistribution of current is contained in i'_k.

**(d) Prove Cohn's theorem: if r_b alone is varied and all other bond resistances are held fixed, then ∂R/∂r_b = (i_b/I)².**

*Solution.* Set r'_b = r_b + Δ and leave the other resistances as they are. One term of the sum in part (c) survives:

(R' − R)/Δ = i_b i'_b / I².

Let Δ tend to zero. By part (a) the currents are continuous functions of the resistances, so i'_b tends to i_b. The left side tends to the derivative, and

∂R/∂r_b = (i_b/I)².

This proves the theorem. The direction chosen for the bond does not matter, because the current is squared.

The square has a simple origin. Multiplying the finite relation by I Δ gives the change of terminal voltage at fixed current,

V' − V = (i_b/I) (i'_b Δ).

The second bracket is the voltage across the added resistance Δ. It is proportional to the bond's new current. The first factor is the fraction of that voltage which appears at the terminals, and it is again the current fraction. A bond that carries a tenth of the current therefore has a hundredth of the influence of a bond that carries all of it.

Two simple cases confirm the formula. For two resistors in series, R = r_1 + r_2, the derivative with respect to r_1 is 1, and the first resistor carries all the current. For two resistors in parallel, R = r_1 r_2/(r_1 + r_2), and the quotient rule gives

∂R/∂r_1 = [r_2 (r_1 + r_2) − r_1 r_2]/(r_1 + r_2)² = r_2²/(r_1 + r_2)².

The current through the first resistor is V/r_1 = I R/r_1, so its fraction is r_2/(r_1 + r_2). Its square is the derivative just found.

The theorem needs bonds with constant resistance. If a bond's voltage is not proportional to its current, a fixed r_k cannot in general be used for both states in part (c), and R itself generally depends on I. If several resistances change together, for example because one bond heats its neighbours, their contributions add to first order:

dR = Σ_k (i_k/I)² dr_k.

**(e) The dissipated power is R I² = Σ_k r_k i_k². Changing r_b changes every current in this sum, yet the theorem contains the current of bond b alone. Explain this, first for fixed I and then for fixed V.**

*Solution.* Differentiate the power with respect to r_b at fixed I. The product rule gives one term from the explicit r_b and one from the currents:

I² ∂R/∂r_b = i_b² + 2 Σ_k r_k i_k ∂i_k/∂r_b.

The derivatives ∂i_k/∂r_b obey the node law themselves, since they are limits of differences of currents that obey it. Their terminal current is ∂I/∂r_b = 0. Using v_k = r_k i_k and part (b),

Σ_k r_k i_k ∂i_k/∂r_b = V ∂I/∂r_b = 0.

The currents do redistribute, but the resulting changes of power cancel to first order. What remains is i_b², in agreement with the theorem.

At fixed V the total current changes and the cancellation is absent. From I = V/R,

∂I/∂r_b = −(V/R²)(i_b/I)² = −i_b²/(R I),

where V/R = I was used. The current term in the derivative of the power is now 2V ∂I/∂r_b = −2 i_b². Adding the explicit term i_b² gives a total of −i_b². If bond b carries current, raising r_b therefore raises the power at fixed current and lowers it at fixed voltage, by the same amount to first order. The derivative of R is the same in both cases, because R is a function of the resistances and does not depend on how the network is supplied.

**(f) A bridge has source 0, drain 3 and inner nodes 1 and 2. Its resistances in kΩ are 1 for bond 0–1, 2 for bond 0–2, 2 for bond 1–3, 1 for bond 2–3, and x for bond 1–2. Find R(x), verify the theorem for the bond 1–2, and show the cancellation of part (e) at x = 1.**

*Solution.* Voltages are in volts and currents in mA. The node law at node 1 reads

(V − φ_1)/1 = φ_1/2 + (φ_1 − φ_2)/x,

and at node 2

(V − φ_2)/2 + (φ_1 − φ_2)/x = φ_2/1.

Try φ_2 = V − φ_1. The second equation becomes φ_1/2 + (2φ_1 − V)/x = V − φ_1, which is the same as the first. The trial is therefore consistent, and by part (a) the solution it yields is the only one. Multiplying by 2x gives

2xV − 2xφ_1 = xφ_1 + 4φ_1 − 2V,

φ_1 = V (2x + 2)/(3x + 4),  φ_2 = V (x + 2)/(3x + 4).

The total current is the sum of the two currents leaving the source:

I = (V − φ_1)/1 + (V − φ_2)/2
= V [(x + 2) + (x + 1)]/(3x + 4)
= V (2x + 3)/(3x + 4).

Hence, in kΩ,

R(x) = (3x + 4)/(2x + 3).

Its derivative is

dR/dx = [3(2x + 3) − 2(3x + 4)]/(2x + 3)² = 1/(2x + 3)².

The voltage along bond 1–2 is φ_1 − φ_2 = V x/(3x + 4). Dividing by x gives its current V/(3x + 4), and dividing by I gives the fraction 1/(2x + 3). Its square is dR/dx, as the theorem requires. At x = 1 the resistance is 7/5 kΩ, the fraction is 1/5 and the derivative is 1/25.

For the cancellation, write f_k = i_k/I. Bonds 0–1 and 2–3 each carry the fraction (x + 2)/(2x + 3), and bonds 0–2 and 1–3 each carry (x + 1)/(2x + 3). At x = 1 these are 3/5 and 2/5. The quotient rule gives the slopes at x = 1, per kΩ:

d/dx [(x + 2)/(2x + 3)] = −1/(2x + 3)² = −1/25,
d/dx [(x + 1)/(2x + 3)] = +1/(2x + 3)² = +1/25,
d/dx [1/(2x + 3)] = −2/(2x + 3)² = −2/25.

The terms r_k f_k df_k/dx, in the order in which the bonds were listed, are

−3/125, +4/125, +4/125, −3/125, −2/125.

None of them is zero, and their sum is zero.

## II. Bounds, large changes and thermally activated bonds

The symbols are those of the first half. Bond k has resistance r_k, current i_k and current fraction f_k = i_k/I, where I > 0 is the total current. The total resistance is R = V/I. Three results are needed:

∂R/∂r_b = f_b²,

R' − R = Δ i_b i'_b/I² when r_b alone changes by Δ at fixed I,

R I² = Σ_k r_k i_k².

**(g) Can a bond inside the network carry more than the total current? Deduce the range of ∂R/∂r_b.**

*Solution.* If i_b = 0 there is nothing to show. Otherwise let the current in bond b flow from node u to node w, so that φ_u > φ_w. Let S be the set of all nodes whose potential is at least φ_u. Node u belongs to S and node w does not.

Consider the bonds that join a node in S to a node outside. The inner end has the higher potential, so each of these bonds carries current out of S. Bond b is one of them, and the total current leaving S is therefore at least |i_b| > 0. By the node law, summed over the nodes in S, this total equals the external current fed into S. That is I if S contains the source and not the drain, −I in the opposite case, and zero if S contains both or neither. Only the value I is positive. Hence

|i_b| ≤ I,  0 ≤ ∂R/∂r_b ≤ 1.

Raising a bond resistance never lowers the total resistance, and raises it at most by the same number of ohms. The upper limit is reached by a bond through which all the current must pass. The lower limit is reached by a bond without current, such as one in a dead end. In a percolating network these are the two extremes: single links that hold the conducting path together, and side branches that could be removed without any effect on R.

The derivative of the total resistance with respect to one bond resistance is the square of the fraction of the current which that bond carries, and it lies between 0 and 1. What remains is to treat changes of any size, to find the activation energy of a network of thermally activated bonds, and to apply the results to a model channel.
